\section*{Lattice Hamiltonians as Constrained Free Energies with Temperature-Dependent Interactions}

\section{A preference that reverses}

In a model chain of A and B atoms, an unlike bond has an energy of $-0.030$ eV and a like bond has energy zero. The energies favour unlike neighbours at every temperature. Give each site the variable $\sigma_i=+1$ for A and $-1$ for B. At 1400 K and equal mean composition, the bond energies alone predict a neighbour correlation $\langle\sigma_i\sigma_{i+1}\rangle=-0.124$. With the spring constants given below, for which unlike bonds are the stiffest, a classical sum over all species and all atomic displacements gives $+0.049$: like neighbours are preferred.

The displacements are not lattice variables, yet they decide the sign. They can be removed from the description without error, but what then governs the lattice is a free energy, not an energy. Its interactions change with temperature, and in this chain the neighbour pair interaction passes through zero near 1000 K.

\section{Setting and theorem}

Let $v$ denote a microstate and $E(v)$ its energy, independent of temperature. A rule assigns microstates to configurations $\sigma=(\sigma_1,\dots,\sigma_N)$. The notation $\sum_{v\in\sigma}$ means a sum over quantum states or a classical phase-space integral with its usual normalization. Write $\beta=1/kT$, with $k$ the Boltzmann constant. The assumptions are these.

\begin{enumerate}
\item Each microstate belongs to one and only one configuration, and the rule does not depend on $T$.
\item Every $Z_\sigma=\sum_{v\in\sigma}e^{-\beta E(v)}$ is finite, positive and twice differentiable in $T$.
\item In the quantum case, tunnelling between configurations is neglected, so that each energy eigenstate belongs to one configuration.
\end{enumerate}

For a set of sites $\alpha$ define the cluster function $\Phi_\alpha(\sigma)=\prod_{i\in\alpha}\sigma_i$, with $\Phi_\emptyset=1$.

\paragraph{Theorem.} Define $F(\sigma,T)=-kT\ln Z_\sigma$. Then:

(a) The partition function and the probability of a configuration are
\begin{equation}
Z=\sum_\sigma e^{-\beta F(\sigma,T)},\qquad P_\sigma=\frac{e^{-\beta F(\sigma,T)}}{Z}.
\label{eq:Z}
\end{equation}

(b) With $U_\sigma=\partial(\beta F)/\partial\beta$, $S_\sigma=-\partial F/\partial T$ and $C_\sigma=\partial U_\sigma/\partial T$, the total energy, entropy and heat capacity are
\begin{align}
U&=\langle U_\sigma\rangle, \label{eq:U}\\
S&=-k\sum_\sigma P_\sigma\ln P_\sigma+\langle S_\sigma\rangle, \label{eq:S}\\
C&=\langle C_\sigma\rangle+\frac{\langle U_\sigma^2\rangle-\langle U_\sigma\rangle^2}{kT^2}. \label{eq:C}
\end{align}

(c) $F(\sigma,T)=\sum_\alpha V_\alpha(T)\Phi_\alpha(\sigma)$, where
\begin{equation}
V_\alpha=\frac1{2^N}\sum_\sigma F\,\Phi_\alpha,\qquad
\frac{dV_\alpha}{dT}=-\frac1{2^N}\sum_\sigma S_\sigma\Phi_\alpha .
\label{eq:V}
\end{equation}
The interactions of all non-empty clusters are constant over a temperature interval if and only if, at each temperature in it, $S_\sigma$ has the same value for all $\sigma$.

\section{Proof of (a), and what the assignment requires}

Since each microstate occurs in one configuration, the sum can be grouped:
\begin{equation}
Z=\sum_v e^{-\beta E(v)}=\sum_\sigma\sum_{v\in\sigma}e^{-\beta E(v)}=\sum_\sigma Z_\sigma .
\end{equation}
The definition of $F$ gives $Z_\sigma=e^{-\beta F}$. The probability of finding the system in $\sigma$ is the share $Z_\sigma/Z$. This proves (a). $F$ is the free energy of a system confined to the microstates of $\sigma$, which is the sense of the word constrained.

\paragraph{Lemma 1 (identical atoms).} Let classical atoms be assigned to cells around lattice sites, one atom per cell. Then $Z_\sigma$ is the integral over one labelled arrangement, without factorials.

\emph{Proof.} The classical integral over labelled atoms carries the factor $1/(N_A!\,N_B!)$. A configuration fixes which cells hold A and which hold B. The A labels can be distributed over their cells in $N_A!$ ways and the B labels in $N_B!$ ways. The energy is unchanged when identical atoms are exchanged, so all these arrangements have equal integrals, and their number cancels the prefactor. $\square$

\paragraph{Remark on completeness.} Cells with two atoms, and the empty cells that accompany them, are also microstates. If they carry a fraction $f$ of $Z$ and are dropped, then $Z$ becomes $(1-f)Z$ and the free energy rises by $-kT\ln(1-f)\approx kTf$.

A ring of four wells with two A and two B atoms shows the size of this error. Energies are in units of $e_0$; the barriers between wells are 10 for A and 8 for B, and the atoms repel at short range. At $kT=e_0$ the integral over all positions, divided by $N_A!\,N_B!=4$, is $2.85911\times10^{-3}$, in units of the fourth power of the well spacing. The six singly occupied configurations sum to $2.85748\times10^{-3}$. The relative deficit,
\begin{equation}
\frac{2.85911-2.85748}{2.85911}=5.7\times10^{-4},
\end{equation}
agrees, to the two digits shown, with the separately computed weight of multiply occupied cells.

\paragraph{Remark on boundaries.} If a cell boundary is moved, an atom near it changes cell, so weight passes between the singly occupied configurations and the microstates with multiply occupied cells. $Z$ is unchanged as long as the latter are kept in the sum, but if $Z_\sigma$ becomes $(1+\delta_\sigma)Z_\sigma$, then $F(\sigma,T)$ shifts by $-kT\ln(1+\delta_\sigma)$. The lattice Hamiltonian is therefore physically well defined only when little weight lies near the boundaries.

On the ring, the arrangements ABAB and BABA are equivalent. Widening every second cell by 0.1 well spacings on each side, at the expense of its neighbours, splits their free energies by about $10^{-4}\,kT$ at $kT=e_0$ and by $8.0\times10^{-3}\,kT$ at $kT=2e_0$. At the lower temperature the artefact is small beside the physical difference $F(\mathrm{AABB})-F(\mathrm{ABAB})=0.186\,e_0$. When atoms spend much of their time between sites, no such separation exists, and the lattice description loses its meaning. Equation (\ref{eq:Z}) remains true provided the multiply occupied cells are kept in the sum as configurations of their own.

\section{Proof of (b)}

Since $\beta F=-\ln Z_\sigma$,
\begin{equation}
U_\sigma=-\frac{\partial\ln Z_\sigma}{\partial\beta}
=\frac{\sum_{v\in\sigma}E(v)e^{-\beta E(v)}}{Z_\sigma},
\end{equation}
which is the mean energy inside $\sigma$. Differentiating (\ref{eq:Z}) gives
\begin{equation}
U=-\frac1Z\frac{\partial Z}{\partial\beta}
=\frac1Z\sum_\sigma\frac{\partial(\beta F)}{\partial\beta}e^{-\beta F}
=\sum_\sigma P_\sigma U_\sigma ,
\end{equation}
which is (\ref{eq:U}).

For the entropy, first relate $S_\sigma$ to $U_\sigma$. Because $d\beta/dT=-1/(kT^2)$,
\begin{equation}
-\frac{U_\sigma}{kT^2}=\frac{\partial(\beta F)}{\partial T}
=\frac1{kT}\frac{\partial F}{\partial T}-\frac{F}{kT^2}.
\end{equation}
Multiplication by $kT$ gives $\partial F/\partial T=(F-U_\sigma)/T$, hence $S_\sigma=(U_\sigma-F)/T$. The same argument applied to $A=-kT\ln Z$ gives $S=(U-A)/T$.

The logarithm of $P_\sigma$ in (\ref{eq:Z}) is $\ln P_\sigma=-\beta F-\ln Z$, so $A=F(\sigma,T)+kT\ln P_\sigma$ for each $\sigma$. Averaging over $P_\sigma$,
\begin{equation}
A=\langle F\rangle+kT\sum_\sigma P_\sigma\ln P_\sigma .
\label{eq:A}
\end{equation}
Inserting this in $S=(U-A)/T$,
\begin{equation}
S=\frac{\langle U_\sigma\rangle-\langle F\rangle}{T}-k\sum_\sigma P_\sigma\ln P_\sigma ,
\end{equation}
and the first term is $\langle S_\sigma\rangle$. This is (\ref{eq:S}).

For the heat capacity, both factors of $U=\sum P_\sigma U_\sigma$ depend on $T$. From $\ln P_\sigma=-\beta F-\ln Z$ and $\partial\ln Z/\partial T=U/(kT^2)$,
\begin{equation}
\frac{d\ln P_\sigma}{dT}=\frac{U_\sigma-U}{kT^2}.
\end{equation}
Therefore
\begin{equation}
C=\sum_\sigma P_\sigma C_\sigma+\sum_\sigma P_\sigma U_\sigma\frac{U_\sigma-U}{kT^2},
\end{equation}
and $\langle U_\sigma(U_\sigma-U)\rangle=\langle U_\sigma^2\rangle-U^2$ gives (\ref{eq:C}). $\square$

\paragraph{Remark.} In a lattice simulation at temperature $T$, the configurations must be weighted with $F(\sigma,T)$. The energy must be taken from $U_\sigma$, and the heat capacity from the fluctuations of $U_\sigma$ between configurations plus the internal term $\langle C_\sigma\rangle$. Since $U_\sigma-F=TS_\sigma$, the functions $F$ and $U_\sigma$ coincide when $S_\sigma=0$.

\section{Proof of (c)}

\paragraph{Lemma 2 (orthogonality).} $2^{-N}\sum_\sigma\Phi_\alpha\Phi_\gamma$ equals 1 if $\alpha=\gamma$ and 0 otherwise.

\emph{Proof.} Since $\sigma_i^2=1$, sites common to both clusters drop out, and the product is $\prod\sigma_i$ over the sites that belong to just one of them. The sum over $\sigma$ factorizes into single-site sums. A site in the product contributes $1+(-1)=0$; any other site contributes 2. The result is $2^N$ if no site remains in the product, and zero otherwise. $\square$

There are $2^N$ clusters and $2^N$ configurations, so the orthogonal functions $\Phi_\alpha$ form a basis. Multiplying the expansion of $F$ by $\Phi_\gamma$, summing over $\sigma$ and dividing by $2^N$ gives the first part of (\ref{eq:V}). The second part is its temperature derivative.

If $S_\sigma$ is the same for all $\sigma$, its projection on every non-empty cluster vanishes by Lemma 2 with $\gamma=\emptyset$, so these $V_\alpha$ are constant. Conversely, if they are constant, then $\partial F/\partial T=dV_\emptyset/dT$, which does not depend on $\sigma$, and neither does $S_\sigma$. $\square$

\paragraph{Remark.} At fixed composition, a common shift of $F$ for all configurations of that composition cancels from $P_\sigma$. Interactions may therefore vary with temperature without any effect on order. Point terms that are equal on all sites are an example.

\section{Vibrations in a chain}

Let $N$ atoms move along a line with displacements $u_i$. Neighbours of species $a,b$ have bond energy $\varepsilon_{ab}$ and spring constant $\kappa_{ab}$, both symmetric in $a,b$. The first atom is tied to a wall by a spring $\kappa_w$; the other end is free. A configuration is here the sequence of species along the chain, not an assignment to fixed cells: the classical $\langle u_i^2\rangle=kT\big(1/\kappa_w+\sum_{j<i}1/\kappa_{j,j+1}\big)$ grows with $i$, so in a long chain the atoms do not stay near fixed sites. With $\kappa_{i,i+1}$ the spring of the bond between sites $i$ and $i+1$, the potential energy is
\begin{equation}
E_0(\sigma)+\tfrac12\kappa_wu_1^2+\tfrac12\sum_{i=1}^{N-1}\kappa_{i,i+1}(u_{i+1}-u_i)^2 ,
\end{equation}
where $E_0$ is the sum of the bond energies. Let $K$ be the matrix of force constants and $D_{ij}=K_{ij}/\sqrt{m_im_j}$. The eigenvalues of $D$ are the squared frequencies $\omega_s^2$.

\paragraph{Lemma 3 (one mode).} With $x=\hbar\omega/kT$, a mode contributes $kT\ln(2\sinh(x/2))$ to $F$, and for $x<2\pi$
\begin{equation}
\ln(2\sinh\tfrac x2)=\ln x+\frac{x^2}{24}-\frac{x^4}{2880}+\dots
\label{eq:series}
\end{equation}

\emph{Proof.} The levels $\hbar\omega(n+\frac12)$ form a geometric series with sum $e^{-x/2}/(1-e^{-x})=1/(2\sinh(x/2))$. Minus $kT$ times its logarithm is the stated contribution. Next, $2\sinh(x/2)=x(1+x^2/24+x^4/1920+\dots)$. Using $\ln(1+y)=y-y^2/2+\dots$, the $x^4$ coefficient is $1/1920-1/1152=-1/2880$. The zeros of $\sinh(x/2)/x$ nearest the origin are at $x=\pm2\pi i$, which sets the radius of convergence. $\square$

Summing over modes, with $\sum_s\omega_s^2=\mathrm{Tr}\,D$ and $\sum_s\omega_s^4=\mathrm{Tr}\,D^2$,
\begin{equation}
F=E_0+kT\sum_s\ln\frac{\hbar\omega_s}{kT}+\frac{\hbar^2\,\mathrm{Tr}\,D}{24kT}
-\frac{\hbar^4\,\mathrm{Tr}\,D^2}{2880(kT)^3}+\dots
\label{eq:F}
\end{equation}

\paragraph{Lemma 4 (classical limit).} The first two terms of (\ref{eq:F}) contain only constant, point and nearest-neighbour pair interactions. Masses enter only the constant and point terms. The pair interaction is
\begin{equation}
J=J_0+\frac{kT}{8}\ln\frac{\kappa_{AA}\kappa_{BB}}{\kappa_{AB}^2},\qquad
J_0=\frac{\varepsilon_{AA}+\varepsilon_{BB}-2\varepsilon_{AB}}4 .
\label{eq:J}
\end{equation}

\emph{Proof.} Take the stretches $q_1=u_1$ and $q_i=u_i-u_{i-1}$ as coordinates. The matrix $R$ in $q=Ru$ is lower triangular with unit diagonal, so $\det R=1$. In these coordinates the potential is diagonal, $K=R^{T}\mathrm{diag}(\kappa_w,\kappa_{12},\dots,\kappa_{N-1,N})R$, and
\begin{equation}
\det K=\kappa_w\prod_{i=1}^{N-1}\kappa_{i,i+1}.
\end{equation}
Since $\prod_s\omega_s^2=\det D=\det K/\prod_im_i$,
\begin{equation}
\sum_s\ln\omega_s=\tfrac12\Big(\ln\kappa_w+\sum_{i=1}^{N-1}\ln\kappa_{i,i+1}-\sum_{i=1}^N\ln m_i\Big).
\end{equation}
Each mass belongs to one site. Each bond carries $f_{ab}=\varepsilon_{ab}+\frac12kT\ln\kappa_{ab}$, where a change in the unit of $\kappa$ adds only a constant. A symmetric function of two species can be written $c+h(\sigma+\sigma')+J\sigma\sigma'$. Its values are $f_{AA}=c+2h+J$, $f_{BB}=c-2h+J$ and $f_{AB}=c-J$, so
\begin{equation}
f_{AA}+f_{BB}-2f_{AB}=4J .
\label{eq:pair}
\end{equation}
Inserting $f_{ab}$ gives (\ref{eq:J}). $\square$

With this sign convention, $J>0$ favours unlike neighbours. Stiff unlike bonds, $\kappa_{AB}^2>\kappa_{AA}\kappa_{BB}$, restrict the motion, lower the entropy of unlike pairs and make the classical $J$ of (\ref{eq:J}) fall with temperature. Below the classical range the masses also enter, and for other parameters the quantum $J$ can rise over an interval of temperature.

\paragraph{Quantum corrections.} A bond adds its spring constant to the diagonal element of $K$ at both ends. Hence $\mathrm{Tr}\,D$ is $\kappa_w/m_1$ plus a sum over bonds of $g_{ab}=\kappa_{ab}(1/m_a+1/m_b)$. It too contains nothing beyond neighbour pairs, and (\ref{eq:pair}) gives
\begin{equation}
\Delta J=\frac{\hbar^2}{24kT}\,\frac{g_{AA}+g_{BB}-2g_{AB}}4
=\frac{\hbar^2(g_{AA}+g_{BB}-2g_{AB})}{96kT}.
\label{eq:dJ}
\end{equation}
In the next order, $D_{ii}^2=(\kappa_{i-1,i}+\kappa_{i,i+1})^2/m_i^2$ has a cross term involving three atoms. Longer clusters can therefore first appear at order $T^{-3}$. This statement and Lemma 4 rest on the free end. If the last atom is also tied to a wall, $\det K$ becomes the product of all springs times the sum of their inverses, and the logarithm of that sum couples all bonds already in the classical term. For the eight atoms below, with a second wall spring equal to $\kappa_w$, longer clusters then reach 0.16 meV at 1200 K and the classical $J$ of the middle bond is $-0.93$ instead of $-2.92$ meV; both effects shrink as the chain grows.

As $T\to0$ every $S_\sigma$ of this harmonic model vanishes, so by (\ref{eq:V}) all interactions reach constants with zero slope. These constants include the zero-point energy $\frac12\sum_s\hbar\omega_s$.

\section{Numbers for eight atoms}

The parameters are $\varepsilon_{AB}=-0.030$ eV, $\varepsilon_{AA}=\varepsilon_{BB}=0$; $\kappa_{AA}=4$, $\kappa_{AB}=6$, $\kappa_{BB}=2.25$ and $\kappa_w=4$ eV/\AA$^2$; $m_A=30$ and $m_B=60$ u. Then $J_0=2(0.030)/4=0.015$ eV, or 15 meV. The spring ratio is $4(2.25)/6^2=1/4$, and the classical slope is $-(k/8)\ln4=-0.01493$ meV/K. At 600 K,
\begin{equation}
J=15-0.01493\times600=6.04\ \mathrm{meV}.
\end{equation}

Diagonalizing all 256 configurations and projecting $F$ on the middle bond gives the quantum value. In meV:

\begin{center}
\begin{tabular}{rrrr}
$T$ (K) & classical & with $\Delta J$ & quantum\\
300 & 10.520 & 10.085 & 10.099\\
600 & 6.040 & 5.823 & 5.825\\
1200 & $-2.919$ & $-3.028$ & $-3.028$
\end{tabular}
\end{center}

The correction is negative because $g_{AA}+g_{BB}-2g_{AB}=0.267+0.075-0.600=-0.258$ eV/(\AA$^2$\,u). The error left after it falls by a factor 7.98 from 1200 to 2400 K, close to the $2^3=8$ expected from $T^{-3}$. At 0 K the quantum value is 12.86 meV; the 2.14 meV missing from $J_0$ is zero-point energy. The largest interaction beyond neighbour pairs is 0.025 meV at 0 K and $1.1\times10^{-5}$ meV at 1200 K. It falls by a factor 7.96 from 1200 to 2400 K.

Setting (\ref{eq:J}) to zero gives the reversal temperature
\begin{equation}
T_0=\frac{8J_0}{k\ln[\kappa_{AB}^2/(\kappa_{AA}\kappa_{BB})]}
=\frac{15}{0.01493}\ \mathrm K\approx1005\ \mathrm K .
\end{equation}
The quantum $J$ of the middle bond vanishes at 996 K.

\paragraph{Thermodynamics at 600 K.} For four A and four B atoms there are 70 configurations. The computed $A=-0.7124$ eV and $\langle F\rangle=-0.4952$ eV differ by 0.2172 eV. This is $kT=0.0517$ eV times the configurational entropy, $4.201$ in units of $k$, as (\ref{eq:A}) requires. The internal energy is $+0.2945$ eV, far from $\langle F\rangle$; the gap of 0.7897 eV is $kT$ times the mean entropy inside configurations, $15.273$ in units of $k$. The heat capacity is $(7.765+0.537)k=8.302k$, in agreement with the numerical second derivative of $A$. Fluctuations of $F$ in place of $U_\sigma$ would give $0.095k$ for the second term.

\section{Corollary: the neighbour correlation}

Let the species in the classical chain be free to change at given chemical potentials $\mu_a$, with the momentum and mass terms absorbed in them. Assign half of $\mu_a$ to each bond end, so that the two end atoms carry half the interior value and every bond has the same weight
\begin{equation}
t_{ab}=\exp\{-\beta[f_{ab}-\tfrac12(\mu_a+\mu_b)]\}.
\end{equation}
Choose $\mu_A-\mu_B=f_{AA}-f_{BB}$. Then $t_{AA}=t_{BB}$, and
\begin{equation}
\frac{t_{AB}}{t_{AA}}=\frac{t_{AB}}{\sqrt{t_{AA}t_{BB}}}
=e^{\beta(f_{AA}+f_{BB}-2f_{AB})/2}=e^{2\beta J},
\end{equation}
since the chemical potentials cancel. Both rows of $t$ have the same sum. Summing over the atoms to the left and right of a bond therefore gives factors independent of the species at its ends, and the pair probabilities are proportional to $t_{ab}$. The mean composition is equal, and
\begin{equation}
\langle\sigma_i\sigma_{i+1}\rangle=\frac{2t_{AA}-2t_{AB}}{2t_{AA}+2t_{AB}}
=\frac{1-e^{2\beta J}}{1+e^{2\beta J}}=-\tanh\frac J{kT}.
\end{equation}

At 1400 K, $J=15-20.91=-5.91$ meV and $kT=120.6$ meV, so the correlation is $\tanh(0.0490)=0.049$. This is the value quoted at the start, which the numerical check obtains from species and displacements jointly, without forming $F$. At 600 K both routes give $-0.116$, while a frozen $J_0$ gives $-0.282$.

As $T\to\infty$ in this model, $J/kT$ tends to $-\frac18\ln4$ and the correlation to $0.172$, not to zero. Heating removes the influence of the bond energies, but the difference in vibrational entropy keeps its weight. The limit is formal: the mean square stretch of a bond, $kT/\kappa_{ab}$, grows without bound, so the harmonic potential cannot describe a real chain all the way to it. The stretches are already large at 1400 K, with root mean square values from 0.14 to 0.23 \AA. Morse bonds with the same spring constants and decay constants of 1 to 1.5 \AA$^{-1}$ keep the reversal but move it to about 960 to 890 K and raise the correlation at 1400 K to about 0.06 to 0.09. The values 1005 K and $0.049$ therefore belong to the harmonic model.

\section*{Calculated quantities}
\begin{verbatim}
RING: 2 A + 2 B atoms, 4 wells, barriers 10 e0 (A) and 8 e0 (B)
Ring repulsion AA, AB, BB: 12.0 10.0 16.0 e0; width 0.5
Z from full integral, kT=e0: 2.859106e-03 (spacing^4)
Z from six configurations: 2.857480e-03 (spacing^4)
Weight of multiply occupied cells: 5.699e-04
F(AABB)-F(ABAB), kT=e0: 0.1859 e0
Boundary moved by 0.1: F shift, kT=e0: 1.18e-04 kT
Boundary moved by 0.1: F shift, kT=2e0: 7.95e-03 kT
CHAIN: 8 atoms; eps_AA = eps_BB = 0
eps_AB: -0.030 eV
k_AA, k_AB, k_BB, k_wall: 4.0 6.0 2.25 4.0 eV/A^2
m_A, m_B: 30.0 60.0 u
Largest vibrational quantum: 49.28 meV
J0 from bond energies alone: 15.000 meV
Classical slope dJ/dT: -14.933 micro-eV/K
J quantum at 0 K, middle bond: 12.860 meV
J at 300 K: quantum 10.0988, classical 10.5202, corrected 10.0851 meV
J at 600 K: quantum 5.8246, classical 6.0404, corrected 5.8228 meV
J at 1200 K: quantum -3.0278, classical -2.9192, corrected -3.0280 meV
Largest longer-cluster interaction at 0 K: 2.46e-02 meV
Largest longer-cluster interaction at 300 K: 6.54e-04 meV
Largest longer-cluster interaction at 1200 K: 1.14e-05 meV
Error ratio of corrected J, 1200 K / 2400 K: 7.98
Longer-cluster ratio, 1200 K / 2400 K: 7.96
Reversal temperature, classical: 1004.5 K
Reversal temperature, quantum: 995.8 K
THERMODYNAMICS: 4 A + 4 B (70 configurations), 600 K, whole chain
Total free energy -kT ln Z: -0.71240 eV
Mean lattice Hamiltonian <F>: -0.49521 eV
Internal energy <U_s>: 0.29449 eV
Internal energy from derivative of ln Z: 0.29449 eV
Configurational entropy: 4.2006 k_B
Mean entropy inside configurations: 15.2734 k_B
Total entropy from derivative: 19.4741 k_B
Heat capacity inside configurations: 7.7653 k_B
Heat capacity from fluctuations of U_s: 0.5371 k_B
Total heat capacity from derivative: 8.3023 k_B
Fluctuations of F misread as heat capacity: 0.0950 k_B
NEIGHBOUR CORRELATION <s_i s_i+1>, classical chain, equal mean composition
600 K: microstates -0.11630, coarse-grained -0.11630, frozen J0 -0.28224
1400 K: microstates 0.04891, coarse-grained 0.04891, frozen J0 -0.12370
Formal high-temperature limit: 0.17157
\end{verbatim}
